# Anisotropic Gaussian for hydrogen in a magnetic field of any strength

## Problem

A hydrogen atom with a fixed point nucleus sits in a uniform magnetic field along $z$. Relativity is neglected and spin is left out. In atomic units

$$H=\frac{p^2}{2}+\frac{B}{2}L_z+\frac{B^2\rho^2}{8}-\frac1r,\qquad \rho^2=x^2+y^2 .$$

The unit of field is $2.3505\times10^{5}$ T; at $B=1$ the cyclotron energy is one hartree. The trial function is

$$\psi\propto\exp\left(-\frac{\rho^2}{4a^2}-\frac{z^2}{4b^2}\right).$$

Its density $|\psi|^2$ has variance $a^2$ along $x$ and $y$ and $b^2$ along $z$, so $a$ and $b$ are the transverse and longitudinal rms widths. A free electron has lowest energy $B/2$, and the binding energy is $W=B/2-E$. Spin adds the same energy to the bound state and to the threshold, so it does not change $W$.

Find the best $a$ and $b$ at every field, and compare the binding energies at $B=1$ and $B=100$ with accurate ones.

## First estimate by scaling

**At $B=1$** the magnetic length $1/\sqrt B$ equals the Bohr radius, and neither force dominates. Keep the field-free atom, with energy $-\tfrac12$ and rms width 1 in each direction, and add the diamagnetic energy $B^2\langle\rho^2\rangle/8=B^2/4$. Then $E\approx-\tfrac14$ and $W\approx0.75$ hartree, or 20.4 eV. Both widths are estimated as 0.53 Å.

**At $B=100$** the field fixes the transverse width, $a\approx1/\sqrt B=0.1$, or 0.053 Å. Along $z$, confinement costs $1/(8b^2)$. A charge cloud of length $b$ and thickness $a$ has an attraction of order $\ell/b$, with $\ell=\ln(b/a)$. Hence

$$W\approx\frac{\ell}{b}-\frac{1}{8b^2}.$$

With $\ell$ held fixed, as if it varied slowly, the maximum is at $1/b=4\ell$, where $W=2\ell^2$. Self-consistency requires $\ell=\ln[\sqrt B/(4\ell)]=\ln(2.5/\ell)$, so $\ell\approx0.96$. This gives $b\approx0.26$, or 0.14 Å, and $W\approx1.8$ hartree, about 50 eV.

## Exact solution of the variational problem

### Energy

Since $\partial_x\psi=-x\psi/(2a^2)$, motion along $x$ contributes $\tfrac12\langle x^2\rangle/(4a^4)=1/(8a^2)$. The $y$ term is equal, and the $z$ term has $b$ in place of $a$. The state has $L_z=0$, and $\langle\rho^2\rangle=2a^2$. The kinetic and diamagnetic energies are therefore

$$T=\frac1{4a^2}+\frac1{8b^2},\qquad D=\frac{B^2a^2}{4}.$$

For the Coulomb term write $1/r=(2/\sqrt\pi)\int_0^\infty e^{-r^2t^2}dt$. A Gaussian variable of variance $\sigma^2$ has $\langle e^{-x^2t^2}\rangle=(1+2\sigma^2t^2)^{-1/2}$, so

$$C\equiv\left\langle\frac1r\right\rangle=\frac2{\sqrt\pi}\int_0^\infty\frac{dt}{(1+2a^2t^2)\sqrt{1+2b^2t^2}} .$$

Let $\varepsilon=a/b$, $s^2=1-\varepsilon^2$ and $u=\sqrt2\,bt/\sqrt{1+2b^2t^2}$. Then

$$1+2b^2t^2=\frac1{1-u^2},\quad 1+2a^2t^2=\frac{1-s^2u^2}{1-u^2},\quad dt=\frac{du}{\sqrt2\,b\,(1-u^2)^{3/2}} .$$

All powers of $1-u^2$ cancel, leaving

$$C=\sqrt{\frac2\pi}\,\frac Lb,\qquad L=\int_0^1\frac{du}{1-s^2u^2}=\frac{\operatorname{artanh}s}{s},\qquad E=T+D-C .$$

### Stationary point

Two further integrals are useful:

$$J=\int_0^1\frac{u^2\,du}{1-s^2u^2}=\frac{L-1}{s^2},\qquad K=\int_0^1\frac{(1-u^2)\,du}{1-s^2u^2}=L-J=\frac{1-\varepsilon^2L}{s^2}.$$

From $ds/d\varepsilon=-\varepsilon/s$ and $dL/ds=(1/\varepsilon^2-L)/s$,

$$\frac{dL}{d\varepsilon}=-\frac{1-\varepsilon^2L}{\varepsilon s^2}=-\frac K\varepsilon .$$

At fixed $a$, $\partial\varepsilon/\partial b=-\varepsilon/b$. Thus $\partial(L/b)/\partial b=-(L-K)/b^2=-J/b^2$, and

$$\frac{\partial E}{\partial b}=-\frac1{4b^3}+\sqrt{\frac2\pi}\frac J{b^2}=0\quad\Rightarrow\quad\frac1b=4\sqrt{\frac2\pi}\,J. \tag{1}$$

At fixed $b$, $\partial\varepsilon/\partial a=1/b$, and

$$\frac{\partial E}{\partial a}=-\frac1{2a^3}+\frac{B^2a}2+\sqrt{\frac2\pi}\frac{K}{\varepsilon b^2}=0 .$$

Multiply by $2a^3$ and use $a^3/(\varepsilon b^2)=\varepsilon^2b$. Equation (1) gives $\sqrt{2/\pi}\,b=1/(4J)$, so

$$B^2a^4=1-\frac{\varepsilon^2K}{2J}. \tag{2}$$

Equations (1) and (2), with $a=\varepsilon b$, give both widths and the field as explicit functions of $\varepsilon$. For a prescribed $B$ one root search in $\varepsilon$ remains.

### One solution for each field

As $s^2$ grows, $J$ grows. The ratio $J/L$ is the mean of $u^2$ with weight $1/(1-s^2u^2)$. Its derivative with respect to $s^2$ is the covariance of $u^2$ with $u^2/(1-s^2u^2)$. Both functions increase with $u$, so the covariance is positive. Hence $J/L$ grows, and $K/J=L/J-1$ falls. At $s=0$, $K/J=2$.

Therefore, as $\varepsilon$ rises from 0 to 1, $\varepsilon^2K/(2J)$ rises from 0 to 1 and $a=\varepsilon/(4\sqrt{2/\pi}\,J)$ rises too. Equation (2) then makes $B$ fall strictly from infinity to zero. For $\varepsilon>1$ the integrals still hold with $s^2<0$, but now $K/J>2$ and the right side of (2) is negative. Each $B>0$ thus has one stationary point, elongated along the field, and both widths shrink as $B$ grows.

This point is the minimum. Since $1/r\le1/\rho$, $C\le\langle1/\rho\rangle=\sqrt{\pi/2}/a$, so $E\to+\infty$ when $a\to0$, $a\to\infty$ or $b\to0$. When $b\to\infty$ at finite $a$, $E$ tends to $1/(4a^2)+B^2a^2/4\ge B/2$. A lower energy exists: with $a^2=1/B$ and large finite $b$,

$$E-\frac B2=\frac1{8b^2}-\sqrt{\frac2\pi}\frac Lb<0 .$$

### Energy balance

If both widths are multiplied by $\lambda$, the energy is $T/\lambda^2+D\lambda^2-C/\lambda$. Stationarity at $\lambda=1$ gives $C=2(T-D)$. Also, completing a square in the transverse terms gives

$$W=C-\frac1{8b^2}-\frac{(1-Ba^2)^2}{4a^2}. \tag{3}$$

The last term is the cost of squeezing the electron below the free Landau width $a=1/\sqrt B$.

### Two limits

**Weak field.** For small $s^2$, $J\approx\tfrac13+\tfrac15s^2$ and $K\approx\tfrac23+\tfrac2{15}s^2$, so (2) becomes $B^2a^4\approx\tfrac75s^2$. At $B=0$ the atom is round, with $a=b=\tfrac34\sqrt{\pi/2}$ and $E=-4/(3\pi)$. The widths are 0.4974 Å and the binding energy is 11.549 eV, against the true 13.606 eV. With this $a$, $s^2\approx0.56B^2$ and $b/a\approx1+0.28B^2$.

**Strong field.** For $\varepsilon\to0$, $J\to L-1$ and $L\to\ln(2/\varepsilon)=\ln(2b\sqrt B)$. The last term of (3) vanishes as $\varepsilon^2/b^2$, up to logarithms. Inserting (1) in the rest,

$$W\to\frac8\pi L(L-1)-\frac4\pi(L-1)^2=\frac4\pi(L^2-1).$$

Since $b$ falls only as an inverse logarithm, $L\to\tfrac12\ln B$ to leading order and $W\to(\ln B)^2/\pi$ for this trial family. The approach is very slow and not monotonic: $\pi W/(\ln B)^2$ is 0.533 at $B=100$ and 0.468 at $B=1000$, has a shallow minimum of 0.4645 near $B=2600$, and then rises slowly towards 1. Numerical maximization over $b$ of $W\approx\sqrt{2/\pi}\,\ln(2b\sqrt B)/b-1/(8b^2)$ gives a ratio of 0.996 at $\ln B=10^4$, a mathematical limit far outside the range of the Hamiltonian.

### Numbers

For $B=100$ the root is $\varepsilon=0.31915$, with $s^2=0.8981$ and $L=1.90856$. Then $J=0.90856/0.8981=1.0116$ and $K=0.8970$. Equation (1) gives $1/b=3.1915\times1.0116=3.229$, so $b=0.3097$, or 0.1639 Å. Equation (2) gives $Ba^2=\sqrt{1-0.0452}=0.977$. The same steps at $B=1$ start from $\varepsilon=0.88892$ and $L=1.08033$.

| Quantity | $B=1$ | $B=100$ |
|---|---:|---:|
| $a$ (Å) | 0.3850 | 0.0523 |
| $b$ (Å) | 0.4331 | 0.1639 |
| $T$ (eV) | 17.930 | 731.640 |
| $D$ (eV) | 3.601 | 664.748 |
| $-C$ (eV) | −28.658 | −133.784 |
| $E$ (eV) | −7.128 | 1262.603 |
| $B/2$ (eV) | 13.606 | 1360.569 |
| $W$ (eV) | 20.733 | 97.966 |

In hartree, $W$ is 0.7619 and 3.6002. At $B=100$ the total energy is positive, yet the electron is bound, because the threshold lies higher still.

## Comparison

### Scaling against the optimized Gaussian

At $B=1$ the estimate of 20.4 eV is close to 20.7 eV, but only by accident. Both lie about 2 eV below the accurate 22.6 eV found below: the estimate because it freezes the field-free function, the Gaussian because of its restricted form. The estimated widths of 0.53 Å are too large, mainly because the compression by the field was ignored. The optimized Gaussian is also somewhat narrower from the start, with 0.497 Å at $B=0$. At $B=100$ the scaling estimate gives the transverse width well and a length about 16% shorter than the optimized $b$, but only half the binding. Two simplifications cause most of this loss. First, $\ell$ was held fixed, although a logarithm of about one does not vary slowly. Maximizing $\ln(b\sqrt B)/b-1/(8b^2)$ over $b$ with the logarithm left free gives 2.73 hartree in place of 1.84. Second, constants were dropped. With the attraction $\sqrt{2/\pi}\,\ln(2b\sqrt B)/b$ the maximum rises to 3.42 hartree, close to the full 3.60. The estimate does find the growth as $(\ln B)^2$. Its coefficient is $\tfrac12$, against $1/\pi$ for the Gaussian, and the next section shows that here it is the Gaussian that falls short.

### The Gaussian against accurate values

Accurate values follow from the coordinates $u=r+z$, $v=r-z$ (this $u$ is unrelated to the integration variable above). Here $\rho^2=uv$, $r=(u+v)/2$, and the volume element is proportional to $(u+v)\,du\,dv$. The gradients obey $|\nabla u|^2=4u/(u+v)$, $|\nabla v|^2=4v/(u+v)$ and $\nabla u\cdot\nabla v=0$. The energy is thus the minimum of

$$\frac{\int\left[2(u\psi_u^2+v\psi_v^2)-2\psi^2+\tfrac{B^2}8uv(u+v)\psi^2\right]du\,dv}{\int(u+v)\psi^2\,du\,dv}.$$

Products of Laguerre polynomials and exponentials in $u$ and $v$ turn this into a matrix eigenproblem. With 34 functions per coordinate at $B=1$ and 56 at $B=100$, the energies change by less than $10^{-6}$ eV when the basis is reduced to 26 and 44 functions or its length scale is altered by 20%. They are converged for the stated Hamiltonian, which omits nuclear motion, relativity and radiative effects.

| Quantity | $B=1$ | $B=100$ |
|---|---:|---:|
| accurate $W$ (eV) | 22.617 | 103.126 |
| Gaussian deficit (eV) | 1.884 | 5.160 |
| Gaussian / accurate $W$ | 0.917 | 0.950 |
| accurate width in $x$ (Å) | 0.3874 | 0.0523 |
| accurate width in $z$ (Å) | 0.4566 | 0.1819 |

In hartree the accurate binding energies are 0.8312 and 3.7898. The Gaussian misses 15% of the binding at $B=0$, 8% at $B=1$ and 5% at $B=100$. The trend has already turned by $B=100$: the loss is smallest, about 4.5%, near $B=20$ to $30$, and it grows to 7% at $B=1000$. In a very strong field, combine the transverse Gaussian of width $1/\sqrt B$ with the factor $e^{-\kappa|z|}$. To leading logarithmic order $\langle1/r\rangle\approx\kappa\ln B$, and the motion along $z$ costs $\kappa^2/2$. The best choice $\kappa=\ln B$ gives $W\approx(\ln B)^2/2$. To leading order as $B\to\infty$ the true binding is at least this large, while the Gaussian in $z$ reaches only $(\ln B)^2/\pi$. Both are asymptotic statements: at $B=100$ the value $(\ln B)^2/2$ is 10.6 hartree, nearly three times the true 3.79. In the limit $B\to\infty$ it therefore keeps at most $2/\pi$, or 64%, of the binding. The transverse widths agree within 1%, while the Gaussian is too short along the field by 5% at $B=1$ and 10% at $B=100$.

To locate the fault, keep the transverse Gaussian with its optimal $a$, but replace the factor in $z$ by a free function $f(z)$. Averaging $-1/r$ over the transverse density, with $R=\sqrt{\rho^2+z^2}$ as variable, gives

$$V(z)=-\frac{e^{z^2/2a^2}}{a^2}\int_{|z|}^\infty e^{-R^2/2a^2}dR=-\sqrt{\frac\pi2}\,\frac{e^{z^2/2a^2}}a\operatorname{erfc}\frac{|z|}{\sqrt2\,a}.$$

The best $f$ is the ground state of $-\tfrac12f''+Vf=ef$, and $W=B/2-1/(4a^2)-B^2a^2/4-e$. Solved by finite differences, this gives 21.09 eV at $B=1$ and 102.38 eV at $B=100$.

The free factor therefore removes 19% of the deficit at $B=1$ and 85% at $B=100$. In the strong field the main fault is the Gaussian shape along $z$. At $B=1$ most of the loss survives, so it comes from the factor still held fixed: one transverse Gaussian of width $a$, used at every $z$. This test does not separate the effect of its shape and width from that of its independence of $z$.

Numbers in the example were calculated in double precision.
